# Soliton energy and loss of commensurability in a chain on a substrate, part 2

An elastic chain on a periodic substrate has phase \(\phi(x)\), which grows by \(2\pi\) when the chain slips forward by one substrate period; \(x\) labels beads. The stiffness \(K\) is an energy times a length, the substrate amplitude \(V\) an energy per length, and the misfit \(\delta\) the phase gradient preferred on a flat substrate. Any consistent units serve. Measured from the locked state \(\phi=0\), with the constant energy density \(K\delta^2/2\) dropped, the energy at total phase advance \(\Phi\) is

\[
E=E_0-K\delta\,\Phi,\qquad E_0=\int dx\left[\frac K2\phi'^2+V(1-\cos\phi)\right]. \tag{6}
\]

A soliton has width \(\ell=\sqrt{K/V}\), and its profile and energy at zero misfit are

\[
\phi(x)=4\arctan e^{x/\ell}. \tag{10}
\]

\[
E_s=8\sqrt{KV}, \tag{2}
\]

The locked state is lowest for \(|\delta|<\delta_c=E_s/2\pi K=(4/\pi)\sqrt{V/K}\). If a free end has phase \(\theta\), with \(0\le\theta\le2\pi\), the least energy is

\[
W(\theta)=2\sqrt{KV}\int_0^\theta\sin\frac\phi2\,d\phi-K\delta\theta
=4\sqrt{KV}\left(1-\cos\frac\theta2\right)-K\delta\theta. \tag{15}
\]

The barrier against soliton entry disappears at \(\delta_m=2/\ell=(\pi/2)\delta_c\).

For beads at \(x_n\), with spring constant \(g\), natural length \(b=(1+f)a\), substrate period \(a\) and barrier \(U\) per bead,

\[
E=\sum_n\left[\frac g2(x_{n+1}-x_n-b)^2+\frac U2\left(1-\cos\frac{2\pi x_n}{a}\right)\right]. \tag{4}
\]

Then \(K=ga^3/4\pi^2\), \(V=U/2a\), and the strain misfit is \(f=a\delta/2\pi\), with critical value \(f_c=a\delta_c/2\pi\).

For \(\delta>\delta_c\) the ground state is a periodic sequence of solitons obeying \(K\phi'^2/2-V(1-\cos\phi)=C\). Its energy per length lies \(C\) below that of the locked state, and \(C>0\) is fixed by

\[
J(C)=\int_0^{2\pi}\sqrt{2K\left[C+V(1-\cos\phi)\right]}\;d\phi. \tag{19}
\]

\[
J(C)=2\pi K\delta. \tag{21}
\]

With the modulus \(k\) defined by \(1+C/2V=1/k^2\), \(0<k<1\),

\[
\phi'=\frac2{k\ell}\sqrt{1-k^2\cos^2(\phi/2)} . \tag{22}
\]

The spacing \(L\) of the solitons is the length over which the phase gains \(2\pi\). With \(u=\phi/2\),

\[
L=\int_0^{2\pi}\frac{d\phi}{\phi'}=k\ell\int_0^\pi\frac{du}{\sqrt{1-k^2\cos^2u}}=2k\ell\,\mathsf K(k), \tag{23}
\]

where \(\mathsf K(k)\) is the complete elliptic integral of the first kind, the same integrand taken from 0 to \(\pi/2\). The root in (19) equals \(K\phi'\), hence

\[
J=\frac{2K}{k\ell}\,2\int_0^\pi\sqrt{1-k^2\cos^2u}\;du=8\sqrt{KV}\,\frac{\mathsf E(k)}k, \tag{24}
\]

with the complete integral of the second kind \(\mathsf E(k)\). Condition (21) becomes

\[
\frac\delta{\delta_c}=\frac{\mathsf E(k)}k. \tag{25}
\]

Equations (23) and (25) give the spacing as a function of misfit. In a test at \(\delta=1.05\,\delta_c\), the energy per length of a relaxed discretized chain was minimized over the spacing. The result, \(6.349\,\ell\), agrees with the elliptic formula to the four digits quoted.

Far above threshold \(C\gg V\), and expansion of (19) to first order in \(V/C\) gives \(J\simeq2\pi\sqrt{2K(C+V)}\). Then (21) yields \(C\simeq K\delta^2/2-V\). Restoring the dropped constant \(K\delta^2/2\), the energy per length is \(K\delta^2/2-C\simeq V\), the average of the substrate energy. The chain floats with almost uniform phase gradient \(\delta\).

Close to threshold the solitons are far apart, and their repulsion follows from their tails. At a distance \(d\gg\ell\) to the right of its centre, an isolated soliton has \(2\pi-\phi\simeq4e^{-d/\ell}\). Midway between two solitons the phase passes through \(2\pi\). Near that point \(\sin\phi\) may be replaced by \(\phi-2\pi\), so \(\phi-2\pi=A\sinh(y/\ell)\), where \(y\) is the distance from the midpoint. Towards the soliton on the left this has magnitude \((A/2)e^{|y|/\ell}\), while the tail of that soliton gives \(4e^{-(L/2-|y|)/\ell}\). They match if \(A=8e^{-L/2\ell}\). At the midpoint the substrate energy vanishes and the slope is \(A/\ell\), so

\[
C=\frac K2\frac{A^2}{\ell^2}=32V\,e^{-L/\ell}. \tag{26}
\]

Let \(\varepsilon(L)\) be the energy per soliton at zero misfit. The energy density is \(K\phi'^2-C\), so \(\varepsilon=J-CL\). Differentiating (19) gives \(dJ/dC=\int d\phi/\phi'=L\), and therefore \(d\varepsilon/dL=-C\). Integration from infinite spacing, where \(\varepsilon=E_s\), gives

\[
\varepsilon(L)\simeq8\sqrt{KV}+32\sqrt{KV}\,e^{-L/\ell}. \tag{27}
\]

At \(L=9\,\ell\) the relaxed chain gave a repulsion of \(0.003941\sqrt{KV}\) (the mesh lowers it by less than \(10^{-6}\); the continuum value is \(0.003942\sqrt{KV}\)), and the leading term of (27) gives \(0.003949\sqrt{KV}\). Inserting \(J=\varepsilon+CL\) in (21) and dividing by \(8\sqrt{KV}\),

\[
\frac\delta{\delta_c}-1\simeq4\left(1+\frac L\ell\right)e^{-L/\ell}. \tag{28}
\]

As \(\delta\) falls to \(\delta_c\), the spacing diverges, with a leading dependence that is logarithmic in the distance from threshold. The soliton density goes to zero continuously, but very steeply: 5% above threshold the spacing is already as small as \(6.3\,\ell\).

A carbon nanotube inside another offers a nearly one-dimensional case. Take a (5,5) tube inside a (10,10) tube. Both have the same axial cell. A slide of the inner wall by half a cell is equivalent to turning it by 36 degrees, and the tenfold axis of the outer wall absorbs that turn. The sliding period is therefore half the axial cell. The inputs are rough typical values: a graphene lattice constant of 2.46 Å, a sheet modulus of 21 eV/Å\(^2\), and a barrier of 0.005 eV per sliding period. The barrier is by far the least certain of them: for rigid walls a Lennard-Jones interwall potential gives only about 0.1 meV per period and a registry-dependent (Kolmogorov–Crespi) potential about 1.3 meV, so 5 meV is an illustrative value. The outer wall is first taken as rigid.

The period is \(a=2.46/2=1.23\) Å and the circumference of the inner wall is \(5\sqrt3\times2.46=21.3\) Å. The axial stiffness is \(21.0\times21.3=447\) eV/Å, and a piece one period long acts as a spring with \(g=447/1.23=364\) eV/Å\(^2\). Then

\[
K=\frac{364\times1.23^3}{4\pi^2}=17.1\ \text{eV Å},\qquad
V=\frac{0.005}{2\times1.23}=0.00203\ \text{eV/Å}.
\]

The width is \(\ell=\sqrt{17.1/0.00203}\approx92\) Å, or 9.2 nm. This is 75 sliding periods, so the continuum limit is well satisfied. With \(\sqrt{KV}=0.187\) eV, the soliton energy is

\[
E_s=8\times0.187\approx1.5\ \text{eV},
\]

or 0.055 hartree. The critical phase gradient is

\[
\delta_c=\frac4{\pi\times91.8}=0.0139\ \text{rad/Å},
\]

or 0.139 rad/nm, and the critical strain misfit is \(f_c=1.23\times0.0139/2\pi\approx0.27\%\). A barrier of a few meV per period thus suffices to hold the walls in register against a misfit of a few parts in a thousand. With a free end the locked state is metastable up to \((\pi/2)f_c\approx0.43\%\) at low temperature. At 300 K this limit would not be reached: by (15) the barrier against entry of a soliton is 0.31 eV at \(f_c\), about 12 \(k_BT\), and only about 2 \(k_BT\) at \(1.4f_c\). At zero temperature and 5% above threshold the solitons are \(6.35\times91.8\approx580\) Å apart. An unlocked chain with the same misfit would slip one period every \(a/f\approx430\) Å.

The same parameters were put into the bead energy (4) directly. A chain with one soliton and a locked chain with the same number of beads, both with their ends held in minima, differ at zero misfit by 1.4934 eV, which agrees with the continuum value to a few parts per million. Doubling the half-length of the chain from \(8\,\ell\) to \(16\,\ell\) changed this by less than \(10^{-6}\) eV. The misfit at which the two chains have equal energy came out as 0.2714%, the same as the continuum value to the digits shown. Discreteness is negligible here, and the uncertainty of the example lies in its inputs and in what the model omits.

In real tubes the outer wall also deforms. Let the walls have stiffnesses \(K_1\) and \(K_2\) and preferred gradients \(d_1\) and \(d_2\). Let \(s\) be the gradient in the outer wall and \(s+\phi'\) that in the inner one. With \(G=\phi'-(d_1-d_2)\) and \(v=s-d_2\), the elastic energy density is \(\tfrac12K_1(v+G)^2+\tfrac12K_2v^2\). It is least at \(v=-K_1G/(K_1+K_2)\), where it equals

\[
\frac12\,\frac{K_1K_2}{K_1+K_2}\,G^2. \tag{29}
\]

The pair behaves as a single chain with the reduced stiffness and with misfit \(\delta=d_1-d_2\), provided that both walls are free to adjust their strain. The (10,10) wall has twice the circumference and so twice the stiffness, and the reduced stiffness is \(2K/3\). The soliton energy falls by the factor \(\sqrt{2/3}\) to 1.22 eV, and the critical misfit rises by \(\sqrt{3/2}\) to 0.33%. The elasticity of the outer wall thus lowers the soliton energy by 18%.

The substrate need not be a pure cosine. Suppose that it is \(V[1-\cos\phi+\eta(1-\cos2\phi)]\), which for \(0\le\eta\le1/4\) has the same barrier, because the maximum then stays at \(\phi=\pi\), where the added term vanishes. For an assumed \(\eta=0.10\), the soliton energy rises by 6.3%. This value of \(\eta\) is an illustration, and some interwall potentials give a much stronger second harmonic. Since \(\delta_c=E_s/2\pi K\), the threshold rises by the same percentage at fixed \(K\). The strain in the core is largest where \(\phi'=2/\ell\), and there it is \(a/\pi\ell=0.43\%\), small enough for harmonic springs to be a reasonable description.

At finite temperature \(T\) a one-dimensional chain has no sharp transition. At zero misfit its partition function is governed by an operator \(H\), where \(e^{-xH}\) carries the statistical weight of the phase over a length \(x\):

\[
H=-\frac{k_BT}{2K}\frac{d^2}{d\phi^2}+\frac V{k_BT}(1-\cos\phi). \tag{30}
\]

A long chain of length \(\Lambda\) has weight \(e^{-\Lambda h}\), where \(h\) is the lowest eigenvalue for functions of period \(2\pi\). By (6), a misfit multiplies the weight of a phase step \(\Delta\phi\) by \(e^{K\delta\Delta\phi/k_BT}\), which replaces \(d/d\phi\) in \(H\) by \(d/d\phi-K\delta/k_BT\). These factors are positive, so the kernel of \(e^{-xH}\) stays positive at any misfit. This keeps the lowest eigenvalue real and separate from the others, so the free energy is a smooth function of misfit. Solitons are then present at any misfit, and the question is how many.

Their density follows from the spectrum. Attach a factor \(e^{2\pi iq}\) to each soliton and \(e^{-2\pi iq}\) to each antisoliton, which amounts to requiring that eigenfunctions gain this factor when \(\phi\) grows by \(2\pi\). If both kinds form a dilute gas of density \(z\) each at zero misfit, summing over their numbers gives \(\exp(2z\Lambda\cos2\pi q)\), so the lowest eigenvalue is \(h(q)=h_0-2z\cos2\pi q\). The periodic and antiperiodic cases \(q=0\) and \(q=1/2\) give

\[
z=\tfrac14\left[h(\tfrac12)-h(0)\right]. \tag{31}
\]

A misfit multiplies the weight of each soliton by \(e^{2\pi K\delta/k_BT}=e^{(E_s/k_BT)\,\delta/\delta_c}\). The density of solitons is \(z\) times this factor while the gas stays dilute.

This offers an independent test of the soliton energy, since (30) contains no soliton profile. At low temperature \(z\) should vary as \(\sqrt{\sqrt{KV}/k_BT}\;e^{-E_s/k_BT}\). The root arises because one vibration of the chain, whose Gaussian integral is proportional to \(\sqrt T\), is replaced by the free displacement of the soliton. The computed eigenvalues at two temperatures, with this root divided out, gave an activation energy of \(7.998\sqrt{KV}\), against 8 from (2).

At 300 K, \(k_BT=0.0259\) eV and \(E_s/k_BT\approx58\). A mean spacing of \(100\,\ell\), a little under a micrometre, is reached at \(0.89\,\delta_c\). By this measure, room temperature lowers the onset of unlocking by about 11%. The figure depends on the chosen spacing, and it refers to thermal equilibrium. The treatment is classical. For harmonic vibrations about the locked state, with each ten-atom ring moving rigidly, the variance of the phase at 300 K is 0.071 rad\(^2\) with quantum statistics and 0.069 rad\(^2\) classically, a difference of 3%.

Set beside real double-walled tubes, these numbers describe a favourable case. The two armchair walls of the example prefer nearly the same axial period, but curvature makes the two periods differ slightly. Empirical bond-order potentials put this natural misfit anywhere between about \(-0.1\%\) and \(+0.4\%\), which is comparable with \(f_c\), so it must be known before one can say how far a wall has to be stretched to unlock the pair. The tube must also be many times longer than 9 nm for a soliton to fit well away from the ends. The inner wall must remain covered by the outer one as it advances. If its end slides out, the walls lose contact energy, roughly several tenths of an eV per period, and this cost adds to \(E_s\) for each soliton however long the tube is. Both \(E_s\) and \(f_c\) vary as the square root of the barrier, so a barrier four times larger or smaller changes them by a factor of two. With a barrier of 0.11 meV the soliton energy would be about 0.22 eV, only some 9 \(k_BT\) at 300 K, the critical misfit about 0.04%, and the width about 60 nm. The inner wall can also rotate as it slides, a freedom that the model leaves out and that can only lower the soliton energy compared with sliding at fixed angle. The assumption that fails most completely is the common period itself: walls of different chirality generally have none, and the single cosine then no longer describes their contact. The inputs of this example and the results of the main checks are listed in the numerical output below.

## Table of computed values

```
INPUTS (rough typical values)
lattice constant           2.46 angstrom
sheet modulus              21.0 eV/angstrom^2
barrier per period         0.0050 eV
temperature                300 K
MODEL PARAMETERS
sliding period a           1.230 angstrom
inner circumference        21.30 angstrom
axial stiffness            447.4 eV/angstrom
spring g                   363.7 eV/angstrom^2
K                          17.145 eV angstrom
V                          0.002033 eV/angstrom
sqrt(K V)                  0.1867 eV
MAIN RESULTS
width sqrt(K/V)            91.84 angstrom
same                       9.184 nm
width / period             74.7
soliton energy             1.4934 eV
same                       0.05488 hartree
critical phase gradient    0.01386 rad/angstrom
same                       0.1386 rad/nm
critical strain misfit     0.2714 %
free-end limit, strain     0.4263 %
lattice spacing at 1.05    583.1 angstrom
CHECKS
bead soliton energy        1.493393 eV
bead/continuum - 1         -2.5e-06
shift, half-length 8 to 16 -6.8e-07 eV
bead critical misfit       0.2714 %
profile error              1.3e-05 rad
lowest of 300 trials       8.0127 sqrt(KV)
energy at spacing    4 w   8.54108 sqrt(KV)
energy at spacing    6 w   8.07763 sqrt(KV)
energy at spacing    8 w   8.01068 sqrt(KV)
energy at spacing   10 w   8.00144 sqrt(KV)
repulsion at 9 w           0.003941 sqrt(KV)
32 exp(-9)                 0.003949 sqrt(KV)
spacing at 1.05, minimized 6.3490 w
spacing at 1.05, elliptic  6.3490 w
free-end limit, numerical  1.99998 /w
thermal activation         7.9981 sqrt(KV)
NEGLECTED EFFECTS
elastic outer wall: energy 1.2194 eV
elastic outer wall: misfit 0.3324 %
assumed second harmonic    10 %
its energy change          6.31 %
largest core strain        0.4263 %
k_B T                      0.02585 eV
soliton energy / k_B T     57.77
chosen mean spacing        100 w
reached at misfit/critical 0.8893
phase variance, classical  0.06924 rad^2
phase variance, quantum    0.07132 rad^2
```
